# Why lower reactor pressure weakens gas-phase microloading

**Question.** A semiconductor film is grown from a precursor gas on a wafer whose exposed area varies from place to place. Where much of the surface is exposed, the precursor is consumed faster, the gas just above it is depleted, and the film in each opening grows more slowly. This is gas-phase microloading. Why does it weaken when the reactor pressure is lowered at constant temperature, and by how much for a sink pattern that varies sinusoidally?

**Answer.**

## The competition that sets the contrast

Two processes act on the gas next to the surface. Reaction removes precursor at different rates in different places and so creates lateral differences in density. Diffusion carries precursor from richer to poorer regions, and down from the gas above, and so removes those differences.

Each process can be described by a velocity. If the precursor density at the surface is \(n\), reaction takes up a flux \(k n\), where \(k\) is the surface reaction velocity. If the density varies laterally with wave number \(q\), the disturbance reaches a height of about \(1/q\) into a thick gas layer, and diffusion answers it with a flux of about \(Dq\) times its amplitude. The ratio \(k/(Dq)\) therefore decides whether the pattern of the sink is imprinted on the gas.

Pressure acts on the two velocities differently. A precursor molecule diffuses by flying between collisions with carrier molecules. With fewer carrier molecules the flights are longer, and \(D\) rises. The surface velocity depends on how fast molecules strike the wall and on the probability that a strike leads to reaction. The first is fixed by temperature, and the second is taken here as independent of pressure.

## How pressure enters the two velocities

The algebra uses atomic units, with the temperature \(T\) expressed as an energy. The precursor, of mass \(m\), is dilute in a carrier gas of density \(N=p/T\), where \(p\) is the total pressure. The two species collide as hard spheres at centre distance \(\sigma\), and \(\mu\) is their reduced mass.

Let the precursor drift with a small mean velocity \(\mathbf u\) through the resting carrier. Hard spheres scatter isotropically in the centre-of-mass frame, so a collision at relative velocity \(\mathbf g\) removes on average the momentum \(\mu\mathbf g\) from the precursor molecule. Collisions occur at the rate \(N\pi\sigma^2 g\), and the mean force is

\[
\mathbf F=-N\pi\sigma^2\mu\,\langle g\,\mathbf g\rangle .
\]

Take both velocity distributions as Maxwellian, one of them shifted by \(\mathbf u\). To first order in \(\mathbf u\), the distribution of \(\mathbf g\) is the unshifted Maxwellian of mass \(\mu\) times \(1+\mu\,\mathbf g\cdot\mathbf u/T\). The unshifted part averages to zero. In the other part the average over directions gives a factor 1/3:

\[
\langle g\,\mathbf g\rangle=\frac{\mu\mathbf u}{3T}\langle g^3\rangle_0 .
\]

With \(\alpha=\mu/(2T)\) and \(\int_0^\infty g^5e^{-\alpha g^2}dg=1/\alpha^3\),

\[
\langle g^3\rangle_0=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\frac{1}{\alpha^3}
=\frac{4}{\sqrt\pi}\left(\frac{2T}{\mu}\right)^{3/2}.
\]

Hence \(\mathbf F=-\zeta\mathbf u\), with

\[
\zeta=\frac{N\pi\sigma^2\mu^2}{3T}\,\frac{4}{\sqrt\pi}\left(\frac{2T}{\mu}\right)^{3/2}
=\frac83N\sigma^2\sqrt{2\pi\mu T}.
\]

In steady diffusion the gradient of the precursor's partial pressure \(nT\) balances this drag: \(-T\nabla n-n\zeta\mathbf u=0\). The flux is \(n\mathbf u=-(T/\zeta)\nabla n\), so

\[
D=\frac{T}{\zeta}=\frac{3\,T^{3/2}}{8p\,\sigma^2\sqrt{2\pi\mu}}\propto\frac1p .
\]

The shifted Maxwellian is an approximation to the true velocity distribution, and it affects the prefactor but not the \(1/p\) law. The error is negligible for a heavy precursor in a light carrier, as in the example below, and reaches several per cent for a light precursor in a heavy carrier. A simulation of random hard-sphere collisions, which does not assume this shape, agrees with the formula at both pressures of the example below within the 5% allowed in the test.

For the surface, the flux striking a wall from a Maxwellian gas is

\[
n\int_0^\infty v\sqrt{\frac{m}{2\pi T}}\,e^{-mv^2/(2T)}dv
=n\sqrt{\frac{T}{2\pi m}}=\frac{n\bar v}{4},
\qquad \bar v=\sqrt{\frac{8T}{\pi m}} .
\]

If a fraction \(s\ll1\) of the strikes leads to irreversible reaction, the surface velocity is \(s\bar v/4\), which contains no pressure. The small value of \(s\) matters: a strongly absorbing wall would send few molecules back, and the gas beside it would not be Maxwellian.

## The diffusion problem above a sinusoidal sink

Let the exposed fraction of the surface vary along \(x\) with wavelength \(W=2\pi/q\). The individual openings are much smaller than \(W\) and each depletes its own surroundings negligibly, so they can be averaged into a smooth sink velocity

\[
k(x)=k_0(1+a\cos qx),\qquad 0<a\le1,\qquad k_0=\frac{s\bar v}{4},
\]

where \(s\) is now the mean reaction probability per strike on the total area. Growth per exposed area is proportional to the surface density \(n(x,0)\), because every opening has the same reactivity. The relative variation of \(n(x,0)\) is therefore the microloading.

The precursor crosses an isothermal layer of thickness \(L\) without lateral flow or gas-phase reaction, and its density at the top is held at \(n_0\). The mask is inert. Temperature gradients, reactive gas-phase intermediates, etching and surface migration on the mask, which can all matter in a real reactor, lie outside the model. In the steady state

\[
\nabla^2n=0,\qquad n(x,L)=n_0,\qquad
D\left.\frac{\partial n}{\partial z}\right|_{z=0}=k(x)\,n(x,0).
\]

The last condition equates the downward diffusive flux with consumption; its sign is positive because density increases with height. The sink is even in \(x\), so cosines suffice:

\[
n(x,z)=c_0+(n_0-c_0)\frac zL+\sum_{j\ge1}c_j\cos(jqx)\,
\frac{\sinh[jq(L-z)]}{\sinh(jqL)} .
\]

Each term satisfies Laplace's equation, and the sum equals \(n_0\) at \(z=L\). The coefficients \(c_j\) are those of the surface density. At \(z=0\) the slope of mode \(j\) is \(-jq\coth(jqL)\,c_j\).

The surface condition also contains the product

\[
\cos qx\sum_{j\ge0}c_j\cos jqx=\frac{c_1}{2}+\left(c_0+\frac{c_2}{2}\right)\cos qx
+\sum_{j\ge2}\frac{c_{j-1}+c_{j+1}}{2}\cos jqx ,
\]

which follows from \(\cos A\cos B=\tfrac12[\cos(A+B)+\cos(A-B)]\). Comparing the coefficients of \(\cos qx\) gives

\[
-Dq\coth(qL)\,c_1=k_0\left[c_1+a\left(c_0+\frac{c_2}{2}\right)\right].
\]

Define for each mode

\[
\Lambda_j=\frac{k_0\tanh(jqL)}{D\,jq},\qquad \beta_j=\frac{\Lambda_j}{1+\Lambda_j}.
\]

Dividing by \(k_0\) and collecting \(c_1\) gives \((1+1/\Lambda_1)c_1=-a(c_0+c_2/2)\). Since \(1+1/\Lambda_1=1/\beta_1\), and the higher modes follow in the same way,

\[
c_1=-a\beta_1\left(c_0+\frac{c_2}{2}\right),\qquad
c_j=-\frac{a\beta_j}{2}\,(c_{j-1}+c_{j+1})\quad(j\ge2).
\]

## Small modulation

For small \(a\), \(c_1\) is of order \(a\) and \(c_2\) of order \(a^2\). To leading order the contrast \(C=c_1/c_0\) is

\[
C\simeq-a\beta_1=-a\,\frac{\Lambda_1}{1+\Lambda_1}.
\]

The minus sign says that the gas is poorest where the sink is strongest. At fixed \(k_0\) and \(L\), \(\Lambda_1\propto1/D\propto p\). For \(\Lambda_1\ll1\) the contrast is proportional to pressure. For \(\Lambda_1\gg1\) it saturates, at \(-a\) to this order (at finite amplitude the surface density tends to follow \(1/(1+a\cos qx)\), and the limit is \(-2(1-\sqrt{1-a^2})/a\), or \(-0.67\) for \(a=0.6\)), and a modest reduction of pressure then achieves little, because diffusion remains slow compared with reaction.

The thickness of the layer separates two cases. If \(qL\gg1\), then \(\tanh(qL)\to1\) and \(\Lambda_1=k_0/(Dq)\), the ratio found from the mechanism. Longer patterns are harder to smooth. If \(qL\ll1\), then \(\tanh(qL)\simeq qL\) and \(\Lambda_1\simeq k_0L/D\), independent of wavelength. Each vertical column of gas then feeds its own piece of surface. Lower pressure still helps, but through faster supply from above, with lateral exchange playing little part.

## Any amplitude

The smoothing does not depend on \(a\) being small. Introduce

\[
d_j=1+\frac{a\beta_j}{2}\frac{c_{j+1}}{c_j}.
\]

The relation for \(j\ge2\) can be written \(c_jd_j=-(a\beta_j/2)c_{j-1}\), so \(c_j/c_{j-1}=-a\beta_j/(2d_j)\). Putting this ratio into the definition of \(d_{j-1}\), and treating the \(j=1\) relation likewise, gives

\[
C=-\frac{a\beta_1}{d_1},\qquad
d_j=1-\frac{a^2\beta_j\beta_{j+1}}{4\,d_{j+1}} .
\]

This is a continued fraction. It can be cut at a high mode \(J\) by setting \(d_J=1\), since \(\beta_j\to0\) at large \(j\) and the neglected terms vanish.

Now \(a\le1\) and \(\beta_j<1\), so \(a^2\beta_j\beta_{j+1}/4<1/4\). If \(d_{j+1}>1/2\), the subtracted term is less than \(1/2\), and \(d_j>1/2\) as well. Starting from \(d_J=1\), all the denominators are positive. When pressure falls at fixed \(k_0\) and \(L\), every \(\beta_j\) falls. Working down from \(J\), no \(d_j\) can then decrease. The numerator \(a\beta_1\) strictly decreases while \(d_1\) does not, so \(|C|\) strictly decreases. Within this model, lower pressure weakens the contrast for every \(0<a\le1\).

## What is smoothed, and what is not

The flux per total area behaves in the opposite way. The \(\cos qx\) part of the flux is \(-Dq\coth(qL)c_1=-(k_0/\Lambda_1)c_1\). Its mean is the constant part of \(k(x)n(x,0)\), namely \(k_0(c_0+ac_1/2)\). The relative flux modulation is therefore

\[
\frac{J_1}{J_0}=-\frac{C/\Lambda_1}{1+aC/2}\simeq\frac{a}{1+\Lambda_1},
\]

where the last form holds to first order in \(a\). As pressure falls this rises towards \(a\), the modulation of the sink itself. There is no contradiction: if all openings grow at the same rate, a region with more openings must consume more precursor per total area.

The mean density follows from equating the mean diffusive flux \(D(n_0-c_0)/L\) with \(J_0\):

\[
\frac{c_0}{n_0}=\frac{1}{1+(k_0L/D)(1+aC/2)} .
\]

The contrast does not contain \(n_0\), since the problem is linear in density. Diluting the precursor at fixed total pressure leaves the relative microloading unchanged in this model.

## A tenfold reduction of pressure

Take a model gas with \(T=0.08\) eV, a precursor of mass 30 u, a carrier of mass 2 u and \(\sigma=4\) Å. The mean reaction probability is \(s=0.004\), the sink amplitude is \(a=0.6\), and both \(W\) and \(L\) are \(2\times10^7\) Å. The pressure is lowered from \(6\times10^{-7}\) to \(6\times10^{-8}\) eV/Å³.

The mean speed is 8.094 Å/ps, so at both pressures

\[
k_0=\frac{0.004\times8.094}{4}=0.00809\ \text{Å/ps}.
\]

At the higher pressure \(D=2.53\times10^4\) Å²/ps. The length \(D/k_0\) is then \(3.125\times10^6\) Å, or 0.31 mm. With \(q=3.1416\times10^{-7}\) Å⁻¹ and \(\tanh(qL)=\tanh(2\pi)\simeq1\),

\[
\Lambda_1\simeq\frac{1}{3.1416\times10^{-7}\times3.125\times10^6}=1.019 .
\]

Reaction and lateral diffusion are evenly matched. The first-order contrast is \(-0.6\times1.019/2.019=-0.303\), and the continued fraction gives \(-0.308\).

At the lower pressure \(D\) and \(D/k_0\) are ten times larger, the latter now 3.1 mm, and \(\Lambda_1=0.102\). The first-order contrast is \(-0.6\times0.102/1.102=-0.0555\), and the higher modes make no visible difference.

The contrast has fallen by a factor of 5.5, although \(D\) rose by 10. To first order the factor is

\[
\frac{1.019}{0.102}\times\frac{1.102}{2.019}\simeq5.5 .
\]

The second fraction is the effect of saturation: at the higher pressure the response was no longer proportional to \(\Lambda_1\).

For the film, compare an opening in the sparsest region, \(x=W/2\), with one in the densest, \(x=0\). The sparse opening grows 1.86 times as fast at the higher pressure and 1.12 times as fast at the lower. An 86% excess has become a 12% excess. Meanwhile the relative flux modulation per total area has risen from 0.33 to 0.55, towards the sink's 0.6.

The smoothing can cost growth rate. The mean surface density rises from 0.147 to 0.614 of \(n_0\), but at fixed precursor mole fraction \(n_0\) itself falls tenfold. Since the mean flux is \(D(n_0-c_0)/L\), it changes by the factor

\[
10\times\frac1{10}\times\frac{1-0.614}{1-0.147}\simeq0.45 .
\]

If \(n_0\) were held fixed by enriching the gas, still within the dilute limit, the mean flux would instead rise by a factor of about 4.5.

These contrasts, mean densities and flux modulations were tested against a two-dimensional finite-difference solution of the diffusion problem, for three amplitudes up to \(a=1\) and four pressures. The largest relative difference was \(3.4\times10^{-4}\). The numerical output gives the values at the two pressures of the example.

## When the conclusion changes

**The surface velocity depends on pressure.** At fixed \(L\), every \(\Lambda_j\) is proportional to \(k_0/D\), hence to \(k_0(p)\,p\). The argument for any amplitude then shows that the contrast weakens if \(k_0p\) falls with pressure. A rise of \(k_0\) is allowed, provided it is slower than \(1/p\). This could matter if carrier gas adsorbed on the surface blocks reaction sites and leaves them at lower pressure. If each adsorbed molecule blocks one site and the reaction needs one free site, simple adsorption gives \(k_0\propto1/(1+Kp)\) with a constant \(K\), and \(k_0p\) still falls with pressure. A reaction that needs two free sites can reverse this. Suppose \(k_0\) has the same value as before at the higher pressure. If it grows as \(p^{-1/2}\), the contrast at the lower pressure is \(-0.147\), still weaker than the original \(-0.308\). If it grows as \(p^{-3/2}\), the contrast becomes about \(-0.5\), and lowering the pressure has made microloading worse. The mean reaction probability has then risen to about 0.13, so the condition \(s\ll1\) holds only roughly and this last value is approximate.

**The layer thickens.** Suppose \(D\) grows by a factor \(B\) and \(L\) by a factor \(b\), with \(1\le b\le B\). The function \(\tanh y\) is concave for \(y\ge0\) and vanishes at zero, so \(\tanh(by)\le b\tanh y\). Therefore

\[
\frac{\tanh(jqbL)}{BD}\le\frac bB\,\frac{\tanh(jqL)}{D}\le\frac{\tanh(jqL)}{D},
\]

and no \(\Lambda_j\) rises at fixed \(k_0\). The severest case is a thin layer with \(L\propto1/p\): as long as \(qL\ll1\), \(\Lambda_1\simeq k_0L/D\) stays constant and the benefit disappears. For a layer of \(10^6\) Å at the higher pressure the contrast is \(-0.143\). After the tenfold reduction it is \(-0.043\) if \(L\propto p^{-1/2}\) and \(-0.055\) if \(L\propto1/p\). Even the second choice gives smoothing here, because \(qL\) grows from 0.31 to 3.1 and the layer does not remain thin.

**The gas becomes too rarefied.** Diffusion is a valid description only if molecules lose their direction over distances much shorter than both the pattern and the layer thickness. A suitable transport free path is \(\lambda=3D/\bar v\). In the example \(q\lambda\) is 0.003 at the higher pressure and 0.029 at the lower, and \(\lambda/L\) is at most 0.03 in all the cases above, so the condition holds. The remaining kinetic corrections are of relative order \(q\lambda\). They reduce the low-pressure contrast by about 1%, so its third digit belongs to the diffusion model only.

This length also shows why the smoothing appears before diffusion theory fails. With \(D=\lambda\bar v/3\) and \(k_0=s\bar v/4\), a thick layer has

\[
\Lambda_1=\frac{k_0}{Dq}=\frac{3s}{4q\lambda}.
\]

The contrast begins to fade when \(q\lambda\) is comparable with \(s\). For \(s\ll1\) this happens while \(q\lambda\) is still small. A molecule that reacts on only a few strikes in a thousand returns to the surface many times before it is consumed. Longer free paths spread those returns over a wider area, and the molecule samples dense and sparse regions alike.

## Values computed for the example and the checks

```
INPUTS
temperature: 0.080 eV
precursor mass: 30.0 u
carrier mass: 2.0 u
collision distance: 4.0 angstrom
mean sticking probability: 0.0040
sink amplitude a: 0.60
pattern wavelength: 2.00e+07 angstrom
layer thickness: 2.00e+07 angstrom
wave number q: 3.1416e-07 1/angstrom
precursor mean speed: 8.0944 angstrom/ps
surface velocity k0: 0.008094 angstrom/ps
HIGH PRESSURE: 6.00e-07 eV/angstrom^3
  D, formula: 2.5295e+04 angstrom^2/ps
  D, random collisions: 2.526e+04 angstrom^2/ps
  length D/k0: 3.1250e+06 angstrom = 0.3125 mm
  q * transport free path: 0.00295
  Lambda_1: 1.0186
  contrast C, first order: -0.3028
  contrast C, continued fraction: -0.3075
  contrast C, grid: -0.3074
  mean surface density / n0, grid: 0.1468
  sparse/dense growth-rate ratio, grid: 1.8587
  relative flux modulation, grid: 0.3326
LOW PRESSURE: 6.00e-08 eV/angstrom^3
  D, formula: 2.5295e+05 angstrom^2/ps
  D, random collisions: 2.574e+05 angstrom^2/ps
  length D/k0: 3.1250e+07 angstrom = 3.1250 mm
  q * transport free path: 0.02945
  Lambda_1: 0.1019
  contrast C, first order: -0.0555
  contrast C, continued fraction: -0.0555
  contrast C, grid: -0.0555
  mean surface density / n0, grid: 0.6137
  sparse/dense growth-rate ratio, grid: 1.1174
  relative flux modulation, grid: 0.5540
COMPARISONS (grid)
pressure reduction factor: 10.0
contrast reduction factor: 5.543
low-pressure C if k0 ~ p^(-1/2): -0.1466
low-pressure C if k0 ~ p^(-3/2): -0.4787
thin layer, thickness at high pressure: 1.00e+06 angstrom
thin layer, high-pressure C: -0.1426
thin layer, low-pressure C if L ~ p^(-1/2): -0.0431
thin layer, low-pressure C if L ~ 1/p: -0.0553
largest relative grid-formula difference: 3.36e-04
```
